**Exact thin-film transmission against Beer-Lambert attenuation**

The program tests the claim that the transmittance \(T\) of an absorbing film rises with thickness \(d\) where \(n\sin\theta>k\sinh(\alpha d-\ln|\rho|)\). Here \(n+ik\) is the film index, \(\lambda\) the vacuum wavelength, \(\alpha=4\pi k/\lambda\), \(\rho\) the product of the two face reflection amplitudes \(r_{01}r_{12}\), and \(\theta=4\pi nd/\lambda+\arg\rho\). It asserts that the slope formula agrees with finite differences of a characteristic-matrix calculation for 200 random films. For the four example films it asserts that transmittance, reflectance and absorptance agree with numerical integration of the wave equation, and that explicit sums of partial waves give the coherent and phase-averaged results. It also asserts the positions of the first minimum and the next maximum, the absence of any rise over a 1000 nm range beyond the limiting thickness, and steady decay on an index-matched substrate. The output shows \(T\) rising from 0.240 to 0.745 between 90 and 170 nm of amorphous film, and from 0.085 to 0.132 between 55 and 100 nm of crystalline film. With the rough indices varied, the amorphous pair keeps its order at all the combinations tried, while the crystalline pair can reverse.

## Check in Python

```python
"""
Claim: the exact normal-incidence transmittance T of an absorbing film rises
with thickness d exactly where n*sin(theta) > k*sinh(alpha*d - ln|rho|).
N = n + i*k: film index; n_in, n_out: real indices of the outer media;
lam: vacuum wavelength; alpha = 4*pi*k/lam; rho = r01*r12;
theta = 4*pi*n*d/lam + arg(rho); x = |rho|*exp(-alpha*d).
Time factor exp(-i*omega*t). Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq, minimize_scalar


def film_formula(N, d, lam, n_in, n_out):
    """Closed-form multiple-reflection result and its ingredients."""
    r01 = (n_in - N) / (n_in + N)
    r12 = (N - n_out) / (N + n_out)
    t01, t12 = 2 * n_in / (n_in + N), 2 * N / (N + n_out)
    rho = r01 * r12
    alpha = 4 * np.pi * N.imag / lam
    x = abs(rho) * np.exp(-alpha * d)
    theta = 4 * np.pi * N.real * d / lam + np.angle(rho)
    D = 1 + 2 * x * np.cos(theta) + x**2
    C = n_out / n_in * abs(t01 * t12)**2
    T = C * np.exp(-alpha * d) / D
    roundtrip = np.exp(4j * np.pi * N * d / lam)
    R = abs((r01 + r12 * roundtrip) / (1 + rho * roundtrip))**2
    slope = (-alpha * (1 - x**2)
             + 8 * np.pi * N.real / lam * x * np.sin(theta)) / D
    return dict(T=T, R=R, x=x, theta=theta, D=D, C=C, rho=rho,
                alpha=alpha, slope=slope, t01=t01, t12=t12)


def stack(layers, lam, n_in, n_out, sine=0.0, pol="s"):
    """Characteristic-matrix reflectance and transmittance of any stack."""
    def cosine(N):
        return np.sqrt(1 - (n_in * sine / N)**2 + 0j)

    def admittance(N):
        return N * cosine(N) if pol == "s" else N / cosine(N)

    M = np.eye(2, dtype=complex)
    for N, d in layers:
        delta, q = 2 * np.pi * N * d * cosine(N) / lam, admittance(N)
        c, s = np.cos(delta), np.sin(delta)
        M = M @ np.array([[c, -1j * s / q], [-1j * q * s, c]])
    q_in, q_out = admittance(n_in), admittance(n_out)
    B, H = M @ np.array([1, q_out])
    R = abs((q_in * B - H) / (q_in * B + H))**2
    T = q_out.real / q_in.real * abs(2 * q_in / (q_in * B + H))**2
    return R, T


def wave_equation(N, d, lam, n_in, n_out):
    """Integrate the field from the exit face back to the entrance face."""
    k0 = 2 * np.pi / lam
    z = np.linspace(d, 0, 801)
    sol = solve_ivp(lambda s, y: [y[1], -(k0 * N)**2 * y[0]], (d, 0),
                    np.array([1, 1j * k0 * n_out], dtype=complex),
                    t_eval=z, method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    E, dE = sol.y
    incident = (E[-1] + dE[-1] / (1j * k0 * n_in)) / 2
    reflected = (E[-1] - dE[-1] / (1j * k0 * n_in)) / 2
    T = n_out / n_in / abs(incident)**2
    R = abs(reflected / incident)**2
    integral = simpson(abs(E[::-1])**2, x=z[::-1]) / abs(incident)**2
    A = 2 * N.real * N.imag * k0 / n_in * integral
    flux = np.imag(np.conj(E[::-1]) * dE[::-1])
    return R, T, A, flux


# The slope law on varied films and outer media, by finite differences.
rng = np.random.default_rng(4)
rising = falling = 0
for _ in range(200):
    N = complex(rng.uniform(1.5, 7), rng.uniform(0.02, 1.5))
    a, b = rng.uniform(1, 3.5, 2)
    d, wave, h = rng.uniform(10, 400), rng.uniform(1200, 1700), 1e-3
    up = stack([(N, d + h)], wave, a, b)[1]
    down = stack([(N, d - h)], wave, a, b)[1]
    numeric = np.log(up / down) / (2 * h)
    f = film_formula(N, d, wave, a, b)
    assert abs(numeric - f["slope"]) < 1e-8
    if abs(numeric) > 1e-7:
        criterion = (N.real * np.sin(f["theta"]) > N.imag
                     * np.sinh(f["alpha"] * d - np.log(abs(f["rho"]))))
        assert criterion == (numeric > 0)
        rising += numeric > 0
        falling += numeric < 0
assert rising > 10 and falling > 10

lam, n_air, n_glass = 1550.0, 1.0, 1.44
films = {"amorphous": (4.5 + 0.1j, 90.0, 170.0),
         "crystalline": (7.0 + 1.2j, 55.0, 100.0)}
bandwidth, sigma_d, cap_d = 10.0, 3.0, 10.0
power_W, waist_m, kappa_glass = 1e-3, 10e-6, 1.4
index_per_K, room_K, crystallize_K = 1e-3, 300.0, 420.0
photon_eV = const.h * const.c / (lam * 1e-9) / const.e
bare_T = stack([], lam, n_air, n_glass)[1]
print(f"wavelength {lam:.0f} nm; photon energy {photon_eV:.3f} eV")
print(f"index: air {n_air:.2f}, silica {n_glass:.2f}; bare face T {bare_T:.4f}")
print(f"assumed bandwidth {bandwidth:.0f} nm, thickness sigma {sigma_d:.0f} nm,"
      f" silica cap {cap_d:.0f} nm")
print(f"assumed probe {power_W*1e3:.0f} mW, beam radius {waist_m*1e6:.0f} um,"
      f" silica kappa {kappa_glass:.1f} W/(m K)")
print(f"assumed n and k drift {index_per_K:.0e} 1/K; start {room_K:.0f} K;"
      f" rough crystallization {crystallize_K:.0f} K")

for phase, (N, d1, d2) in films.items():
    n, k = N.real, N.imag

    def T_of(d, index=N, wave=lam, out=n_glass):
        return stack([(index, d)], wave, n_air, out)[1]

    base = film_formula(N, d1, lam, n_air, n_glass)
    alpha, rho = base["alpha"], base["rho"]
    print(f"[{phase}] rough n {n:.1f}, k {k:.1f}; alpha {alpha*1e3:.4f} 1/um")
    print(f" |rho| {abs(rho):.4f}; arg rho {np.degrees(np.angle(rho))%360:.2f}"
          f" deg; prefactor C {base['C']:.4f}")
    results, averages, heats = [], [], []
    for d in (d1, d2):
        f = film_formula(N, d, lam, n_air, n_glass)
        R_ode, T_ode, A_ode, flux = wave_equation(N, d, lam, n_air, n_glass)
        A = 1 - f["R"] - f["T"]
        assert abs(f["T"] - T_ode) < 1e-8 and abs(f["R"] - R_ode) < 1e-8
        assert abs(A - A_ode) < 1e-7 and np.all(np.diff(flux) < 0)
        # Explicit partial waves, with and without a definite phase.
        order = np.arange(61)
        one_way = np.exp(2j * np.pi * N * d / lam)
        waves = f["t01"] * f["t12"] * one_way * (-rho * one_way**2)**order
        assert abs(n_glass / n_air * abs(waves.sum())**2 - T_ode) < 1e-8
        psi = 2 * np.pi * np.arange(256) / 256
        fields = np.exp(1j * np.outer(psi, order)) @ waves
        average = n_glass / n_air * np.mean(abs(fields)**2)
        law = f["C"] * np.exp(-alpha * d) / (1 - f["x"]**2)
        assert abs(average - law) < 1e-11
        averages.append(average)
        results.append(f)
        heats.append(power_W * A / (kappa_glass * waist_m * np.sqrt(2*np.pi)))
        print(f" d {d:.0f} nm: exp(-alpha d) {np.exp(-alpha*d):.4f}; x"
              f" {f['x']:.4f}; theta {np.degrees(f['theta'])%360:.2f} deg;"
              f" D {f['D']:.4f}")
        print(f"  T {f['T']:.4f}; R {f['R']:.4f}; A {A:.4f};"
              f" phase-averaged T {average:.4f}")
    ratio = results[1]["T"] / results[0]["T"]
    beer = np.exp(-alpha * (d2 - d1))
    assert ratio > 1 and averages[1] < averages[0]
    print(f" T2/T1 {ratio:.4f}; Beer-Lambert {beer:.4f};"
          f" D1/D2 {results[0]['D']/results[1]['D']:.4f};"
          f" phase-averaged {averages[1]/averages[0]:.4f}")
    print(f" apparent attenuation {-np.log(ratio)/(d2-d1)*1e3:.4f} 1/um")

    middle = (d1 + d2) / 2
    f = film_formula(N, middle, lam, n_air, n_glass)
    hyper = np.sinh(alpha * middle - np.log(abs(rho)))
    print(f" at {middle:.1f} nm: n sin(theta) {n*np.sin(f['theta']):.4f};"
          f" k sinh {k*hyper:.4f}; slope {f['slope']*1e3:.3f} 1/um")

    def balance(d):
        angle = 4 * np.pi * n * d / lam + np.angle(rho)
        return n*np.sin(angle) - k*np.sinh(alpha*d - np.log(abs(rho)))

    unit = lam / (8 * n)
    d_min, d_max = brentq(balance, unit, 3*unit), brentq(balance, 3*unit, 5*unit)
    low = minimize_scalar(T_of, bounds=(unit, 3*unit), method="bounded",
                          options={"xatol": 1e-6})
    high = minimize_scalar(lambda d: -T_of(d), bounds=(3*unit, 5*unit),
                           method="bounded", options={"xatol": 1e-6})
    assert abs(low.x - d_min) < 0.01 and abs(high.x - d_max) < 0.01
    print(f" first minimum {d_min:.2f} nm, T {T_of(d_min):.4f};"
          f" next maximum {d_max:.2f} nm, T {T_of(d_max):.4f}")

    d_lim = (np.arcsinh(n / k) + np.log(abs(rho))) / alpha
    before = np.arange(0, d_lim, 1.0)
    steps = np.diff([T_of(d) for d in before])
    beyond = np.arange(d_lim, d_lim + 1000, 1.0)
    assert np.any(steps > 0)
    assert np.all(np.diff([T_of(d) for d in beyond]) < 1e-13)
    assert max(T_of(d) for d in before[1:]) < bare_T
    last_rise = before[1:][steps > 0][-1]
    print(f" no-rise limit {d_lim:.1f} nm; last rise found {last_rise:.0f} nm")
    matched = [T_of(d, out=n) for d in np.arange(0, 1000, 2.0)]
    assert np.all(np.diff(matched) < 0)

    def pair_ratio(index):
        return T_of(d2, index=index) / T_of(d1, index=index)

    k_equal = brentq(lambda kk: pair_ratio(complex(n, kk)) - 1, k, 3.0)
    print(f" T2 = T1 would need k {k_equal:.3f} at the same n")

    # Sizes of effects left out of the ideal film.
    waves_nm = lam + np.linspace(-bandwidth/2, bandwidth/2, 21)
    band = (np.mean([T_of(d2, wave=w) for w in waves_nm])
            / np.mean([T_of(d1, wave=w) for w in waves_nm]))
    node, weight = np.polynomial.hermite.hermgauss(9)

    def rough_T(d):
        values = [T_of(d + np.sqrt(2) * sigma_d * s) for s in node]
        return np.dot(weight, values) / np.sqrt(np.pi)

    rough = rough_T(d2) / rough_T(d1)
    cap = (stack([(n_glass, cap_d), (N, d2)], lam, n_air, n_glass)[1]
           / stack([(n_glass, cap_d), (N, d1)], lam, n_air, n_glass)[1])
    rear_R = stack([], lam, n_glass, n_air)[0]

    def with_rear(d):
        inner_R = stack([(N, d)], lam, n_glass, n_air)[0]
        return T_of(d) * (1 - rear_R) / (1 - rear_R * inner_R)

    rear = with_rear(d2) / with_rear(d1)
    spread = lam * 1e-9 / (np.pi * waist_m)
    tilted = [stack([(N, d2)], lam, n_air, n_glass, np.sin(spread), p)[1]
              / stack([(N, d1)], lam, n_air, n_glass, np.sin(spread), p)[1]
              for p in "sp"]
    tilt_change = max(abs(t / ratio - 1) for t in tilted)
    warm = [T_of(d, index=N + index_per_K * dT * (1 + 1j))
            for d, dT in zip((d1, d2), heats)]
    heated = warm[1] / warm[0]
    trials = [pair_ratio(complex(n * u, k * v))
              for u in (0.9, 1.0, 1.1) for v in (0.5, 1.0, 2.0)]
    assert min(band, rough, cap, rear, heated, *tilted) > 1
    assert room_K + max(heats) < crystallize_K
    if phase == "amorphous":
        assert min(trials) > 1
    print(f" T2/T1 with bandwidth {band:.4f}; thickness spread {rough:.4f}")
    print(f" T2/T1 with cap {cap:.4f}; with rear face {rear:.4f}")
    print(f" divergence {np.degrees(spread):.2f} deg changes T2/T1 by"
          f" {100*tilt_change:.4f} percent")
    print(f" probe heating {heats[0]:.2f} and {heats[1]:.2f} K;"
          f" heated T2/T1 {heated:.4f}")
    print(f" n +-10 percent, k from half to double: T2/T1"
          f" {min(trials):.3f} to {max(trials):.3f}")

print("PASS")
```

Printed output:

```
wavelength 1550 nm; photon energy 0.800 eV
index: air 1.00, silica 1.44; bare face T 0.9675
assumed bandwidth 10 nm, thickness sigma 3 nm, silica cap 10 nm
assumed probe 1 mW, beam radius 10 um, silica kappa 1.4 W/(m K)
assumed n and k drift 1e-03 1/K; start 300 K; rough crystallization 420 K
[amorphous] rough n 4.5, k 0.1; alpha 0.8107 1/um
 |rho| 0.3280; arg rho 181.50 deg; prefactor C 0.4371
 d 90 nm: exp(-alpha d) 0.9296; x 0.3049; theta 9.63 deg; D 1.6943
  T 0.2398; R 0.7307; A 0.0295; phase-averaged T 0.4480
 d 170 nm: exp(-alpha d) 0.8713; x 0.2858; theta 176.86 deg; D 0.5109
  T 0.7453; R 0.0720; A 0.1827; phase-averaged T 0.4147
 T2/T1 3.1078; Beer-Lambert 0.9372; D1/D2 3.3160; phase-averaged 0.9257
 apparent attenuation -14.1738 1/um
 at 130.0 nm: n sin(theta) 4.4928; k sinh 0.1546; slope 19.707 1/um
 first minimum 86.30 nm, T 0.2390; next maximum 170.52 nm, T 0.7454
 no-rise limit 4175.6 nm; last rise found 4099 nm
 T2 = T1 would need k 0.844 at the same n
 T2/T1 with bandwidth 3.1075; thickness spread 3.0808
 T2/T1 with cap 3.1058; with rear face 3.0357
 divergence 2.83 deg changes T2/T1 by 0.1179 percent
 probe heating 0.84 and 5.21 K; heated T2/T1 3.0707
 n +-10 percent, k from half to double: T2/T1 1.965 to 3.457
[crystalline] rough n 7.0, k 1.2; alpha 9.7288 1/um
 |rho| 0.5047; arg rho 186.87 deg; prefactor C 0.2444
 d 55 nm: exp(-alpha d) 0.5856; x 0.2956; theta 5.70 deg; D 1.6755
  T 0.0854; R 0.7854; A 0.1292; phase-averaged T 0.1568
 d 100 nm: exp(-alpha d) 0.3780; x 0.1908; theta 152.03 deg; D 0.6994
  T 0.1321; R 0.4542; A 0.4137; phase-averaged T 0.0959
 T2/T1 1.5462; Beer-Lambert 0.6455; D1/D2 2.3956; phase-averaged 0.6113
 apparent attenuation -9.6849 1/um
 at 77.5 nm: n sin(theta) 6.8683; k sinh 2.3844; slope 15.037 1/um
 first minimum 58.14 nm, T 0.0850; next maximum 100.65 nm, T 0.1321
 no-rise limit 183.0 nm; last rise found 101 nm
 T2 = T1 would need k 1.777 at the same n
 T2/T1 with bandwidth 1.5462; thickness spread 1.5272
 T2/T1 with cap 1.5526; with rear face 1.5248
 divergence 2.83 deg changes T2/T1 by 0.0513 percent
 probe heating 3.68 and 11.79 K; heated T2/T1 1.5297
 n +-10 percent, k from half to double: T2/T1 0.626 to 3.405
PASS
```
